# The Krakauer-Posternak-Freeman film basis: matching plane waves to the vacuum

## 1. Definitions and conventions

Hartree atomic units are used, and energies are measured from the vacuum level. A film is periodic in the plane, with in-plane area $\mathcal A$, and occupies $|z|<D/2$. The Hamiltonian is that of a mean-field calculation with a local potential. Outside the film the distance from the nearer face is

$$\zeta=|z|-D/2\ge 0 ,$$

and the side is labelled by $\sigma=+1$ (above) or $\sigma=-1$ (below). The vacuum potential is split into its planar average and its corrugation,

$$V(\mathbf r)=V(\zeta)+\sum_{\mathbf G\neq 0}V_{\mathbf G}(\zeta)\,e^{i\mathbf G\cdot\mathbf r_\parallel},\qquad V(\zeta)\to 0\ \text{ for }\zeta\to\infty .$$

The two faces are taken as mirror images. If they are not, each side needs its own $V$, its own vacuum level (the two differ if the film carries a dipole) and its own vacuum functions, and the matching formulas hold side by side.

For a Bloch vector $\mathbf k$ and an in-plane reciprocal vector $\mathbf K$, let $\mathbf q=\mathbf k+\mathbf K$. The perpendicular wave numbers are

$$k_n=\frac{2\pi n}{\tilde D},\qquad \tilde D>D .$$

The length $\tilde D$ only generates the set of $k_n$; the film is not repeated along $z$. A basis function is

$$\phi_{\mathbf q n}=\frac{e^{i\mathbf q\cdot\mathbf r_\parallel}}{\sqrt{\mathcal A\tilde D}}\times
\begin{cases}e^{ik_nz}, & |z|<D/2,\\[2pt] A_n^\sigma u(\zeta)+B_n^\sigma\dot u(\zeta), & |z|>D/2.\end{cases}$$

Both $u$ and $\dot u$ depend on $\mathbf q$; the label is dropped where one $\mathbf q$ is considered. A prime means $d/d\zeta$ and a dot means the derivative with respect to energy.

If the film contains atomic spheres, the upper line holds between the spheres, and inside them the usual LAPW matching applies. That part is not treated here. It leaves the vacuum matching untouched provided that no sphere cuts the planes $z=\pm D/2$.

## 2. The vacuum functions

Insert $e^{i\mathbf q\cdot\mathbf r_\parallel}u(\zeta)$ into the Schrödinger equation with the planar potential at a chosen energy $E_v$. The parallel motion contributes $q^2/2$, which is moved to the energy side:

$$\left(-\tfrac12\frac{d^2}{d\zeta^2}+V(\zeta)-\varepsilon_q\right)u=0,\qquad \varepsilon_q=E_v-\tfrac12q^2 . \tag{1}$$

This is why each parallel wave vector needs its own pair of functions: the larger $q$ is, the less energy is left for the perpendicular motion, and the faster $u$ decays. A decaying solution requires $\varepsilon_q<0$. The strictest case is the smallest $q$.

Choose $u$ real and normalized at every energy, $\langle u|u\rangle=\int_0^\infty u^2d\zeta=1$. At fixed $q$, derivatives with respect to $E_v$ and $\varepsilon_q$ are equal. Differentiating (1) gives

$$\left(-\tfrac12\frac{d^2}{d\zeta^2}+V-\varepsilon_q\right)\dot u=u , \tag{2}$$

and differentiating the normalization gives $2\langle u|\dot u\rangle=0$. The second condition is needed because (2) alone leaves $\dot u$ free up to a multiple of $u$.

**Wronskian.** From (1) and (2), $u''=2(V-\varepsilon_q)u$ and $\dot u''=2(V-\varepsilon_q)\dot u-2u$. Hence

$$\frac{d}{d\zeta}(u\dot u'-\dot uu')=u\dot u''-\dot uu''=-2u^2 .$$

Integrate from $0$ to $\infty$. The bracket vanishes at infinity because both functions decay, and the right side gives $-2$ by normalization. Therefore

$$u\dot u'-\dot uu'=2\qquad\text{at }\zeta=0 . \tag{3}$$

**Flat vacuum.** For $V=0$ and $\kappa=\sqrt{-2\varepsilon_q}$, the normalized solution is $u=\sqrt{2\kappa}\,e^{-\kappa\zeta}$. Since $d\kappa/d\varepsilon_q=-1/\kappa$,

$$\dot u=\left(\frac{\zeta}{\kappa}-\frac{1}{2\kappa^2}\right)u .$$

At the face $\dot u=-u/(2\kappa^2)$, $\dot u'=3u/(2\kappa)$ and $u'=-\kappa u$. The left side of (3) is $u^2[3/(2\kappa)-1/(2\kappa)]=2\kappa/\kappa=2$, as required. In the density $u^2$ the variance of $\zeta$ is $1/(4\kappa^2)$ and its mean is $1/(2\kappa)$, so $\langle\dot u|\dot u\rangle=1/(4\kappa^4)$. A change $\delta$ of the energy therefore changes $u$ by a relative amount $|\delta|/(2\kappa^2)=|\delta|/(4|\varepsilon_q|)$. Since $\kappa=\sqrt{-2\varepsilon_q}$ depends on $\delta$ only through $\delta/\varepsilon_q$, the expansion of $u$ runs in powers of $\delta/|\varepsilon_q|$, and at fixed $\delta$ the neglected second-order term grows as $\varepsilon_q\to0$: linearization becomes poor close to the vacuum level.

**Numerical construction.** Integrate (1) and (2) inward from a large $\zeta_{\max}$ where $V$ is negligible. The wanted solution grows in that direction, so the integration is stable. Start from

$$u=1,\quad u'=-\kappa,\quad \dot u=0,\quad \dot u'=1/\kappa ,$$

where the last value is $d(-\kappa)/d\varepsilon_q$ at fixed $u(\zeta_{\max})$. Divide all four quantities by the norm of $u$, then replace $\dot u$ by $\dot u-\langle u|\dot u\rangle u$. Equation (2) survives both operations, because it is linear and $u$ solves the homogeneous equation.

## 3. Matching at the two faces

At $z=\sigma D/2$ the plane wave has the value $e^{i\sigma k_nD/2}$. Since $d/d\zeta=\sigma\,d/dz$, its outward slope is $i\sigma k_n$ times that value. Continuity of value and slope requires

$$A_n^\sigma u+B_n^\sigma\dot u=e^{i\sigma k_nD/2},\qquad
A_n^\sigma u'+B_n^\sigma\dot u'=i\sigma k_n\,e^{i\sigma k_nD/2},$$

with the functions taken at $\zeta=0$. The determinant is $u\dot u'-\dot uu'=2$ by (3), so there is always one solution. Cramer's rule gives

$$A_n^\sigma=\tfrac12e^{i\sigma k_nD/2}\,(\dot u'-i\sigma k_n\dot u),\qquad
B_n^\sigma=\tfrac12e^{i\sigma k_nD/2}\,(i\sigma k_nu-u') . \tag{4}$$

For mirror-image faces the lower coefficients are the complex conjugates of the upper ones.

The factor $e^{i\mathbf q\cdot\mathbf r_\parallel}$ is the same on both sides of a plane, so the matching holds at every point of the face. No angular expansion has to be cut off there. What remains approximate is the form of the function further out in the vacuum.

## 4. Why $\tilde D$ must exceed $D$

A combination of basis functions with one $\mathbf q$ has four vacuum amplitudes: $A$ and $B$ on each side. They are fixed by the value and slope at each face.

If $\tilde D=D$, then $e^{\pm ik_nD/2}=(-1)^n$. Every plane wave has equal values and equal $z$-slopes at the two faces, and so has every combination. Only two numbers are then free. An even function has opposite $z$-slopes at the faces, so its slope there must vanish. An odd function must itself vanish there. More plane waves do not remove this restriction: the allowed amplitudes form a fixed two-dimensional subspace of the four-dimensional amplitude space, and a limit of such amplitudes stays in it.

If $\tilde D<D$, all four amplitudes can be free, but every combination has a period shorter than the film and cannot represent a general function on $|z|<D/2$. In the model of Section 7, $\tilde D=8$ bohr with $|n|\le14$ leaves errors of $0.02$ to $0.16$ hartree in the three lowest levels.

If $\tilde D>D$, the waves with $|n|\le2$ already free all four amplitudes. Let $\theta=\pi D/\tilde D$, so $0<\theta<\pi$, and consider (value, slope) at the upper face.

- Even functions: $n=0$ gives $(1,0)$, and $\cos k_1z$ gives $(\cos\theta,-k_1\sin\theta)$. These are independent since $\sin\theta\ne0$.
- Odd functions: $\sin k_1z$ and $\sin k_2z$ give $(\sin\theta,k_1\cos\theta)$ and $(\sin2\theta,2k_1\cos2\theta)$. Their determinant is $k_1\sin\theta\,(2\cos2\theta-2\cos^2\theta)=-2k_1\sin^3\theta\neq0$.

## 5. Matrix elements

Because value and slope are continuous, $\nabla^2\phi$ has no delta function on the faces. The Hamiltonian can therefore be applied region by region. The formulas below are for a film without spheres.

**Overlap.** Functions with different $\mathbf q$ are orthogonal. For equal $\mathbf q$ the slab contributes

$$S^{\rm in}_{mn}=\frac1{\tilde D}\int_{-D/2}^{D/2}e^{i(k_n-k_m)z}dz=\frac{2\sin[(k_n-k_m)D/2]}{(k_n-k_m)\tilde D},$$

with the limit $D/\tilde D$ for $m=n$. With $N=\langle\dot u|\dot u\rangle$ and $\langle u|\dot u\rangle=0$, the vacuum contributes

$$S^{\rm vac}_{mn}=\frac1{\tilde D}\sum_\sigma\left(A_m^{\sigma*}A_n^\sigma+N\,B_m^{\sigma*}B_n^\sigma\right).$$

The plane waves are orthogonal over $\tilde D$, not over $D$, so a generalized eigenvalue problem has to be solved.

**Planar Hamiltonian.** In the slab the kinetic part is $\tfrac12(k_n^2+q^2)S^{\rm in}_{mn}$, and a constant potential multiplies $S^{\rm in}_{mn}$. In the vacuum, restoring $q^2/2$ in (1) and (2) gives $Hu=E_vu$ and $H\dot u=E_v\dot u+u$. Thus

$$\langle u|H|u\rangle=E_v,\quad \langle u|H|\dot u\rangle=1,\quad \langle\dot u|H|u\rangle=0,\quad \langle\dot u|H|\dot u\rangle=E_vN,$$

$$H^{\rm vac}_{mn}=E_vS^{\rm vac}_{mn}+\frac1{\tilde D}\sum_\sigma A_m^{\sigma*}B_n^\sigma . \tag{5}$$

**Hermiticity.** The last term of (5) is not Hermitian by itself. Its difference from its Hermitian conjugate is $\tilde D^{-1}\sum_\sigma(A_m^{\sigma*}B_n^\sigma-B_m^{\sigma*}A_n^\sigma)$. Let $f_n=A_n^\sigma u+B_n^\sigma\dot u$. Multiplying out and using (3),

$$f_m^*f_n'-f_m^{*\prime}f_n=2\,(A_m^{\sigma*}B_n^\sigma-B_m^{\sigma*}A_n^\sigma)\quad\text{at }\zeta=0 .$$

By the matching conditions the left side is $i\sigma(k_m+k_n)e^{i\sigma(k_n-k_m)D/2}$. Summing over $\sigma$ gives $-2(k_m+k_n)\sin[(k_n-k_m)D/2]$. The vacuum difference is half of this divided by $\tilde D$:

$$-\frac{(k_m+k_n)}{\tilde D}\sin\frac{(k_n-k_m)D}{2}.$$

The slab kinetic matrix differs from its conjugate by $\tfrac12(k_n^2-k_m^2)S^{\rm in}_{mn}$, which is the same expression with a plus sign. The sum is Hermitian. The cancellation rests on (3), so symmetrizing the assembled matrix should change it only by rounding errors and by a term proportional to the numerical deviation of the Wronskian from 2. This check catches a single wrong sign in (4) or in the last term of (5) and a wrong value of the Wronskian at the face; it misses paired sign errors, such as reversing $\dot u'$ in $A$ together with $i\sigma k_nu$ in $B$, or $A$ and $B$ as a whole, which keep the matrix Hermitian but break the matching. It tests nothing else about the vacuum functions: adding a multiple of $u$ to $\dot u$ leaves the Wronskian unchanged, $N$ enters only through the Hermitian matrix $S^{\rm vac}$, and functions built from a wrong potential obey (3) just as well.

**Corrugation.** The terms $V_{\mathbf G}$ couple different parallel wave vectors. Write $C_n=(A_n,B_n)$ and $w_{\mathbf q}=(u_{\mathbf q},\dot u_{\mathbf q})$. For $\mathbf q\neq\mathbf q'$ the vacuum part is

$$H^{\rm vac}_{\mathbf qm,\mathbf q'n}=\frac1{\tilde D}\sum_\sigma\sum_{a,b=1}^{2}C^{\sigma*}_{\mathbf qm,a}\,C^{\sigma}_{\mathbf q'n,b}\int_0^\infty w_{\mathbf q,a}\,V_{\mathbf q-\mathbf q'}(\zeta)\,w_{\mathbf q',b}\,d\zeta . \tag{6}$$

The integrals do not depend on $m$ and $n$, so one $2\times2$ table per pair of parallel wave vectors suffices. The functions $u$ and $\dot u$ still know only the planar average. The basis is therefore incomplete in a corrugated vacuum, even when the level lies at $E_v$.

## 6. Order of the linearization error

Take a planar film, a complete set inside it, and an isolated level $E$ with state $\psi$. Let $\delta=E-E_v$. In the vacuum $\psi$ is proportional to

$$u(E)=u+\delta\,\dot u+\tfrac12\delta^2\ddot u+\dots$$

The first two terms lie in the basis. The rest has value and slope of order $\delta^2$ at the face; since the determinant (3) is not zero, changes of order $\delta^2$ in the two coefficients restore the match. There is thus a basis state $\psi+\eta$, with $\eta$ confined to the vacuum, of order $\delta^2$, and with $\eta=\eta'=0$ at the faces. No surface terms arise, and $(H-E)\psi=0$ removes the terms linear in $\eta$:

$$\frac{\langle\psi+\eta|H|\psi+\eta\rangle}{\langle\psi+\eta|\psi+\eta\rangle}-E=\frac{\langle\eta|H-E|\eta\rangle}{\langle\psi+\eta|\psi+\eta\rangle}=O(\delta^4).$$

Diagonalization mixes in other basis states $\chi$ through $\langle\chi|H-E|\eta\rangle=O(\delta^2)$. For an isolated level this shifts the energy by the square of that coupling, again $O(\delta^4)$. The wave function is in error at order $\delta^2$, the energy at order $\delta^4$.

## 7. Worked example

The model has round parameters and no atomic spheres: $D=10$ bohr, $\tilde D=13$ bohr, $|n|\le14$, potential $-0.5$ hartree inside and $-0.5\,e^{-0.8\zeta}$ hartree outside, with $\zeta$ in bohr. The Bloch vector is $\mathbf k=(0.2,0.1)$ bohr$^{-1}$ and $E_v=-0.30$ hartree.

**Coefficients.** For $\mathbf K=0$, $q^2/2=0.025$ hartree and $\varepsilon_q=-0.325$ hartree. In atomic units the face values are

$$u=1.02907,\quad u'=-0.33333,\quad \dot u=-1.30321,\quad \dot u'=2.36563 .$$

Equation (3) gives $1.02907\times2.36563-1.30321\times0.33333=2.4344-0.4344=2.0000$.

For $n=3$, $k_3=6\pi/13=1.44997$ bohr$^{-1}$ and $k_3D/2=7.2498$, so the phase factor is $0.5681+0.8230i$. On the upper face (4) becomes

$$A=\tfrac12(0.5681+0.8230i)(2.3656+1.8896i)=-0.106+1.510i,$$
$$B=\tfrac12(0.5681+0.8230i)(0.3333+1.4921i)=-0.519+0.561i .$$

For the largest of the five parallel wave vectors used below, $q=1.460$ bohr$^{-1}$, $\varepsilon_q$ falls to $-1.366$ hartree and $\langle\dot u|\dot u\rangle$ drops from $1.096$ to $0.046$ atomic units. The flat-vacuum value $1/(4\kappa^4)=1/(16\varepsilon_q^2)$ falls in the same direction, from $0.592$ to $0.033$; it gives the trend but not the size.

**Planar levels.** The exact levels of this model follow from Bessel functions. Outside, $u''+(e^{-0.8\zeta}-\kappa^2)u=0$; with $x=2.5\,e^{-0.4\zeta}$ one has $d/d\zeta=-0.4\,x\,d/dx$, and the equation becomes $(x\,d/dx)^2u+(x^2-\nu^2)u=0$ with $\nu=2.5\kappa$, whose decaying solution is $J_\nu(x)$. Inside, the solution is $\cos pz$ or $\sin pz$ with $p^2=1-\kappa^2$, and the levels are the energies at which $u'/u$ at the face equals $-p\tan(pD/2)$ (even) or $p\cot(pD/2)$ (odd). The energies include $k^2/2$.

| Level | Film basis (hartree) | Error (hartree) |
|---|---|---|
| 1 | $-0.44738$ | $8.8\times10^{-6}$ |
| 2 | $-0.36658$ | $1.9\times10^{-6}$ |
| 3 | $-0.24013$ | $4.0\times10^{-6}$ |

Level 3 lies at $-6.534$ eV. It is slightly closer to $E_v$ than level 2 but has the larger error, so the distance $|E-E_v|$ alone does not fix the error. With $E_v$ placed on level 3 its error falls below $10^{-11}$ hartree, which shows that the plane waves inside can represent this level when $E_v$ lies on it. At $E_v=-0.30$ hartree the errors in the table still drift slowly with the basis: $|n|\le20$ gives $8.6$, $1.8$ and $4.0\times10^{-6}$ hartree, while the condition number of the overlap matrix rises from about $6\times10^{8}$ to about $10^{13}$. The vacuum then holds $27.7\%$ of the state, in agreement with the exact solution.

Moving $E_v$ away from level 3 by $0.03$ and $0.06$ hartree, and averaging over both directions, gives errors of $4.065\times10^{-7}$ and $7.256\times10^{-6}$ hartree. The average cancels the terms odd in $\delta$, which are not small here: with $E_v$ about $0.06$ hartree below the level the table shows $4.0\times10^{-6}$ hartree, so with $E_v$ as far above it the error is about $1\times10^{-5}$ hartree. The ratio of the averaged errors is $17.85$, so their observed order is $\log_2 17.85=4.16$, close to the leading-order value 4.

**Setting $\tilde D=D$.** The errors of levels 2 and 3 become $0.100$ and $0.0029$ hartree. Doubling the largest $n$ to 28 leaves $0.095$ and $0.0027$ hartree. Level 2 is odd and is forced to vanish at the faces; level 3 is even and is forced to have zero slope there.

**Corrugation.** A term $2V_G(\cos Gx+\cos Gy)$ is added, with $G=2\pi/(5\text{ bohr})=1.2566$ bohr$^{-1}$ and $V_G=0.08$ hartree inside, multiplied by $e^{-1.5\zeta}$ outside. Five parallel wave vectors are kept: $\mathbf k$, $\mathbf k\pm G\hat{\mathbf x}$ and $\mathbf k\pm G\hat{\mathbf y}$. The reference is a sine basis in a large box with the same five, so the comparison judges the treatment of $z$ and not the convergence in the plane.

The third level is $-0.26573$ hartree ($-7.231$ eV), which is $1.4\times10^{-5}$ hartree above the reference. The level itself is not converged in the plane: with 25 parallel wave vectors it lies $5.9\times10^{-4}$ hartree ($0.016$ eV) lower. If (6) is left out while the corrugation inside the film is kept, the error grows to $3.9\times10^{-3}$ hartree. In this model the corrugation of the vacuum has to be included in the matrix elements, while vacuum functions built from the planar average leave an error of $1$ to $2\times10^{-5}$ hartree. Placing $E_v$ on the level does not remove it: the error is then $1.9\times10^{-5}$ hartree, and it grows roughly as $V_G^2$, from $4.3\times10^{-6}$ hartree at $V_G=0.04$ to $8.3\times10^{-5}$ hartree at $V_G=0.16$ hartree.

The numerical check tests the vacuum functions, the matching at both faces, Hermiticity, the planar levels for $|n|\le14$, the case $\tilde D=D$, and the corrugated level for five parallel wave vectors at $E_v=-0.30$ hartree.

## Table of computed values

```
film thickness D = 10.0 bohr, period Dt = 13.0 bohr, nmax = 14
V0 = 0.50 hartree, tail ALPHA = 0.80 1/bohr, Ev = -0.30 hartree
k = (0.2, 0.1) 1/bohr, k^2/2 = 0.0250 hartree
at the face: |q| 1/bohr, eps hartree, then u, u', udot, udot', <udot|udot> (a.u.)
  0.2236 -0.3250 1.02907 -0.33333 -1.30321 2.36563 1.09620
  1.4601 -1.3659 1.70434 -2.37927 -0.38163 1.70623 0.04600
  1.0614 -0.8632 1.47332 -1.47247 -0.56369 1.92083 0.12663
  1.3713 -1.2402 1.65441 -2.16216 -0.41400 1.74996 0.05687
  1.1738 -0.9889 1.54011 -1.70965 -0.50183 1.85569 0.09372
largest deviation of the Wronskian from 2: 2.8e-13
largest mismatch of value or slope (a.u.): 9.4e-13
n = 3, K = 0, upper face: kn = 1.44997 1/bohr
  A = -0.10564 +1.51015 i, B = -0.51932 +0.56097 i (a.u.)
non-Hermitian part, interstitial alone: 0.9596 hartree
non-Hermitian part, whole matrix: 4.2e-15 hartree
planar levels: film basis, exact (hartree), error (hartree)
  -0.4473797 -0.4473885 8.8e-06
  -0.3665806 -0.3665825 1.9e-06
  -0.2401289 -0.2401329 4.0e-06
third planar level, film basis: -6.5342 eV
third level, Ev on the level: error 5.5e-12 hartree
vacuum weight: film basis 0.27690, exact 0.27690
|E - Ev| = 0.03 hartree: mean error 4.065e-07 hartree
|E - Ev| = 0.06 hartree: mean error 7.256e-06 hartree
observed order of the energy error: 4.16
Dt = 13.0 bohr: independent vacuum amplitudes 4
Dt = 10.0 bohr: independent vacuum amplitudes 2
Dt = D, nmax = 14: errors of levels 2, 3: 0.10010 0.00290 hartree
Dt = D, nmax = 28: errors of levels 2, 3: 0.09520 0.00271 hartree
corrugation VG = 0.08 hartree, BETA = 1.5 1/bohr, a = 5.0 bohr, G = 1.2566 1/bohr
levels: film basis, sine basis, film without vacuum corrugation (hartree)
  -0.479707 -0.479721 -0.479076
  -0.396524 -0.396537 -0.394262
  -0.265732 -0.265746 -0.261801
error of level 3 with / without vacuum corrugation: 1.4e-05 / 3.9e-03 hartree
third corrugated level, film basis: -7.2309 eV
```
